# Why the KKR lattice sum fails at real positive energy

## What dimensions allow

Measure lengths in bohr and energies in rydberg, so that a free electron has $E=\kappa^2$. Write $\kappa=\kappa_r+i\eta$ and choose the root with $\eta=\mathrm{Im}\,\kappa\ge 0$. The outgoing wave from a point source is then proportional to $e^{i\kappa r}/r$. In a crystal with one site per cell of volume $\Omega$, the waves from all sites except the one at the origin, carrying Bloch phases, add up at the origin to

$$S(R_c)=\sum_{0<|\mathbf R|\le R_c}e^{i\mathbf k\cdot\mathbf R}\,\frac{e^{i\kappa R}}{R}$$

when the lattice is cut at a sphere of radius $R_c$. Since $h_0(x)=-ie^{ix}/x$ for the outgoing spherical Hankel function, $e^{i\kappa R}/R=i\kappa h_0(\kappa R)$. This is the $l=0$ lattice sum from which the KKR structure constants are built, together with its partners of higher $l$.

Each term has modulus $e^{-\eta R}/R$. The vector $\mathbf k$ and the real part $\kappa_r$ enter through phases. The one length on which the terms can fall exponentially is therefore $1/\eta$, and a cutoff radius set by this fall must have the form

$$R_c=\frac{\Phi}{\eta},$$

where $\Phi$ is a pure number that depends on the accuracy wanted and may also depend on dimensionless combinations such as $\eta\Omega^{1/3}$, $\kappa_r\Omega^{1/3}$ and $\mathbf k\Omega^{1/3}$. At real positive energy $\eta=0$, and no such length exists. Dimensions do not say whether the factor $1/R$ and the oscillating phases could then make the sum converge by themselves. It is tempting to think that they do, and that the sum at real energy is slow but sound. A simple cubic lattice shows that, for a cutoff at a sphere, it is not.

## A counter-example: the cubic lattice at $\mathbf k=0$

Let the lattice constant be $a$. The sites lie on shells of radius $a\sqrt n$, with $n=1,2,3,\dots$, and shell $n$ holds $r_3(n)$ sites, the number of integer triples whose squares add to $n$. At $\mathbf k=0$ and real $\kappa$ all sites of a shell contribute the same phase, so the whole shell contributes

$$\frac{r_3(n)}{a\sqrt n}\,e^{i\kappa a\sqrt n},\qquad\text{of modulus}\quad \frac{r_3(n)}{a\sqrt n}.$$

If the partial sums converged, the difference between successive ones, which is this shell term, would tend to zero. Its average over the shells $N<n\le 2N$ can be found by counting. Give each integer point a unit cube and replace the sum over points by an integral over the distance $\rho=\sqrt n$:

$$\sum_{N<n\le 2N}\frac{r_3(n)}{\sqrt n}=\int_{\sqrt N}^{\sqrt{2N}}\frac{4\pi\rho^2}{\rho}\,d\rho+O(\sqrt N)=2\pi N+O(\sqrt N).$$

The correction has two sources. Within a cube $1/\rho$ varies by an amount of order $1/\rho^2$, which adds up to order $\sqrt N$. At the two bounding spheres of order $N$ cubes are cut, each with weight of order $1/\sqrt N$, which again gives order $\sqrt N$. Division by $N$ shows that the mean of $r_3(n)/\sqrt n$ tends to $2\pi$.

The shell terms thus have a mean modulus that tends to $2\pi/a$, not to zero, and the sum over growing spheres cannot converge. The number of sites per shell grows on average as fast as $1/R$ falls. For $a=5$ bohr, $2\pi/a=1.2566$ bohr$^{-1}$. A direct count over the shells from $n=28\,801$ to $57\,600$, which reach out to 1200 bohr, gives the same mean to these digits.

## The same lattice at a general $\mathbf k$

One might blame the high symmetry of $\mathbf k=0$. Take instead $\mathbf k=(0.1,0.2,0.3)\,2\pi/a$, with $a=5$ bohr and $E=0.6$ Ry, so that $\kappa=0.7746$ bohr$^{-1}$. Summing shell by shell gives

| $R_c$ (bohr) | $S(R_c)$ (bohr$^{-1}$) |
|---|---|
| 150 | $0.429-0.243i$ |
| 300 | $-0.097-0.682i$ |
| 600 | $0.179-0.059i$ |
| 1200 | $0.972-0.392i$ |

The last sum contains $5.8\times10^7$ sites and is no more settled than the first. Yet there is a definite number about which these values wander. Averaging $S(R_c)$ over cutoffs from 500 to 1200 bohr, with a weight proportional to $\sin^4$ that vanishes smoothly at both ends, gives

$$S=-0.0156-0.7746i\ \text{bohr}^{-1}.$$

The root-mean-square distance of $S(R_c)$ from this number is 0.650 bohr$^{-1}$ for cutoffs between 150 and 300 bohr, 0.663 between 300 and 600, and 0.687 between 600 and 1200. It does not shrink. The proof below shows that such averages tend, as the cutoffs grow, to the structure sum itself, defined as the limit from complex energy. A divergent lattice sum does not mean a divergent structure constant.

## The correct statement

Let $q=|\mathbf k+\mathbf G|$ for each reciprocal lattice vector $\mathbf G$, and assume that no $q$ is zero and, at real energy, that no $q$ equals $\kappa$.

1. For $\eta>0$ the lattice sum converges absolutely to a value $S$. The error obeys
$$\limsup_{R_c\to\infty}\frac{1}{R_c}\ln|S-S(R_c)|=-\eta .$$
2. For real $\kappa>0$, $S$ has a finite limit as $\eta\to0^+$, but $S(R_c)$ has no limit as $R_c\to\infty$. Its smooth average over $R_c$ tends to $S$.

The upper limit is needed in the first statement because the error oscillates and may be accidentally small at particular radii. The second statement refers to a cutoff at a sphere, and other shapes can behave differently. With the lattice and $\mathbf k$ of the example at $E=0.04$ Ry, the largest error for cubes of half-width 100 to 200, 200 to 400 and 400 to 800 bohr falls as 0.065, 0.043 and 0.027 bohr$^{-1}$, while for spheres of these radii it is 1.3, 1.4 and 1.8. At $E=0.6$ Ry the cubes do not settle either: their largest error stays at 1.1 to 1.2 bohr$^{-1}$.

### Upper bound

Let $d$ be the largest distance from a site to a point of its own cell; for the simple cubic lattice $d=\sqrt3\,a/2$. A point $\mathbf r$ in the cell of site $\mathbf R$ satisfies $R\ge r-d$. Since $e^{-\eta x}/x$ decreases with $x$, each term is at most the cell average of the same function at $r-d$. The cells of sites with $R>R_c$ lie in the region $r>R_c-d$. For $R_c>2d$, therefore,

$$|S-S(R_c)|\le\sum_{|\mathbf R|>R_c}\frac{e^{-\eta R}}{R}\le\frac{4\pi}{\Omega}\int_{R_c-d}^{\infty}\frac{r^2e^{-\eta(r-d)}}{r-d}\,dr .$$

Put $u=r-d$ and $u_0=R_c-2d$, so that the lower limit $r=R_c-d$ becomes $u=u_0$. There $r^2/u=u+2d+d^2/u\le u+2d+d^2/u_0$. With $\int_{u_0}^\infty e^{-\eta u}du=e^{-\eta u_0}/\eta$ and $\int_{u_0}^\infty ue^{-\eta u}du=(u_0/\eta+1/\eta^2)e^{-\eta u_0}$,

$$|S-S(R_c)|\le\frac{4\pi}{\Omega}\,e^{-\eta u_0}\left[\frac{u_0+2d+d^2/u_0}{\eta}+\frac1{\eta^2}\right].$$

This proves absolute convergence. The bracket grows like $R_c$, so the exponential rate is at least $\eta$.

### The averaged remainder

The lower bound and the real-energy result follow from one identity. Let $w(x)$ be a non-negative weight of unit area on an interval $b<x<c$ with $b>0$, vanishing at both ends with its first three derivatives continuous. Scale it as $w_T(\rho)=w(\rho/T)/T$, and define

$$\langle f\rangle_T=\int w_T(\rho)f(\rho)\,d\rho,\qquad W_T(x)=\int w_T(\rho)e^{ix\rho}\,d\rho .$$

Here $\rho$ is the cutoff radius, and a large $T$ means an average over large cutoffs. $W_T(0)=1$. Two integrations by parts give, for $\mathrm{Im}\,x\ge0$ and $x\neq0$,

$$|W_T(x)|\le\frac{C}{T^2|x|^2},\qquad C=\int|w''(x)|\,dx .$$

Start with $\eta>0$ and a number $\nu$ to be chosen. Weighting the tail gives

$$\big\langle[S-S(\rho)]e^{-i\nu\rho}\big\rangle_T=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\phi(R),\qquad \phi(r)=\frac{e^{i\kappa r}}{r}\int_0^r w_T(\rho)e^{-i\nu\rho}d\rho .$$

The function $\phi$ vanishes near $r=0$, is smooth enough, and decays exponentially, so Poisson's formula applies. The periodic function $\sum_{\mathbf R}F(\mathbf r+\mathbf R)$ has Fourier coefficients $\Omega^{-1}\int F(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r$. Setting $\mathbf r=0$ in its Fourier series, with $F=e^{i\mathbf k\cdot\mathbf r}\phi$ and $\mathbf G$ relabelled $-\mathbf G$, gives

$$\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\phi(R)=\frac1\Omega\sum_{\mathbf G}\int e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}\phi(r)\,d^3r .$$

The angular integral of the plane wave is $4\pi\sin(qr)/(qr)$. Insert $\phi$ and do the $r$ integral first, at fixed cutoff $\rho$:

$$I_q(\rho)=\frac{4\pi}{q}\int_\rho^\infty\sin(qr)\,e^{i\kappa r}dr .$$

Write $\sin(qr)=(e^{iqr}-e^{-iqr})/2i$. Because $\eta>0$ the upper limit gives nothing, and $\int_\rho^\infty e^{i(\kappa\pm q)r}dr=ie^{i(\kappa\pm q)\rho}/(\kappa\pm q)$. The factors $i$ cancel, and $-1/(\kappa-q)=1/(q-\kappa)$, so

$$I_q(\rho)=\frac{2\pi}{q}\left[\frac{e^{i(\kappa+q)\rho}}{q+\kappa}+\frac{e^{i(\kappa-q)\rho}}{q-\kappa}\right].$$

Averaging over $\rho$ gives the identity

$$\big\langle[S-S(\rho)]e^{-i\nu\rho}\big\rangle_T=\frac{2\pi}{\Omega}\sum_{\mathbf G}\frac1q\left[\frac{W_T(\kappa+q-\nu)}{q+\kappa}+\frac{W_T(\kappa-q-\nu)}{q-\kappa}\right].$$

For large $q$ the terms fall at least as fast as $q^{-4}$, so the sum over $\mathbf G$ converges absolutely in three dimensions. Without the average they would fall like $q^{-2}$ and it would not, which is why the average is taken.

Each $\mathbf G$ contributes the mismatch, at the cutoff surface, between the outgoing wave and a plane-wave component of the Bloch phase. The truncation error is a surface effect.

### Lower bound at complex energy

Choose one value $q_0$ among the $q$, let $g_0$ be the number of vectors $\mathbf G$ that share it, and set $\nu=\kappa-q_0$. The arguments of $W_T$ become $q+q_0$ and $q_0-q$, all real. The second vanishes for the $g_0$ chosen vectors, where $W_T=1$. All other arguments stay away from zero, because the values $q$ are discrete, and their total contribution falls at least as fast as $1/T^2$. Hence

$$\big\langle[S-S(\rho)]e^{-i(\kappa-q_0)\rho}\big\rangle_T\longrightarrow\frac{2\pi g_0}{\Omega q_0(q_0-\kappa)}\qquad(T\to\infty).$$

The factor $e^{-i(\kappa-q_0)\rho}$ has modulus $e^{\eta\rho}$. An average cannot exceed the largest modulus of what is averaged, so

$$\limsup_{R_c\to\infty}e^{\eta R_c}|S-S(R_c)|\ \ge\ \frac{2\pi g_0}{\Omega q_0|q_0-\kappa|}>0 .$$

The error cannot fall faster than $e^{-\eta R_c}$. With the upper bound this proves the first statement.

### Real energy

Now let $\eta\to0^+$ at fixed $T$. Put $\nu=0$ in the identity. The left side is $S-\langle S(\rho)\rangle_T$, in which the average is a finite sum, continuous in $\kappa$. The right side is also continuous as long as no $q$ equals $\kappa$, because its bound is uniform in $\eta$. So $S$ has a limit. At real $\kappa$ the arguments $\kappa\pm q$ are nonzero, the right side falls at least as fast as $1/T^2$, and $\langle S(\rho)\rangle_T\to S$. This justifies the average used above.

Suppose that $S(R_c)$ converged to some number $S'$. With $\nu=\kappa-q_0$, now real and nonzero, the average splits as

$$\big\langle[S-S(\rho)]e^{-i\nu\rho}\big\rangle_T=(S-S')W_T(-\nu)+\big\langle[S'-S(\rho)]e^{-i\nu\rho}\big\rangle_T .$$

Both parts would tend to zero as $T\to\infty$: the first by the bound on $W_T$, the second because the cutoffs averaged over move to infinity. The identity also holds at real $\kappa$ for this $\nu$. For $\eta>0$ and $\nu=\kappa-q_0$ its left side is $S\,W_T(-\nu)$ minus a finite sum, and the arguments of $W_T$ on its right side, $q_0\pm q$, do not depend on $\eta$, so both sides are continuous as $\eta\to0^+$. As in the lower bound, the left side therefore tends to $2\pi g_0/[\Omega q_0(q_0-\kappa)]$, which is not zero. The contradiction proves the second statement.

In the example the two smallest values are $q=(2\pi/a)\sqrt{0.14}=0.4702$ and $q=(2\pi/a)\sqrt{0.54}=0.9234$ bohr$^{-1}$, each belonging to one $\mathbf G$. The second gives an undamped oscillation of $S(R_c)$ with amplitude

$$\frac{2\pi}{125\times0.9234\times(0.9234-0.7746)}=0.366\ \text{bohr}^{-1},$$

and the first, in the same way, one of 0.351 bohr$^{-1}$. These are comparable with $|S|=0.775$ bohr$^{-1}$ itself.

## The radius at complex energy

Separating $\kappa^2=E$ into real and imaginary parts gives $\kappa_r^2-\eta^2=\mathrm{Re}\,E$ and $2\kappa_r\eta=\mathrm{Im}\,E$, while $\kappa_r^2+\eta^2=|E|$. Therefore, with the second form valid for $\kappa_r\neq0$,

$$\eta=\sqrt{\frac{|E|-\mathrm{Re}\,E}{2}}=\frac{\mathrm{Im}\,E}{2\kappa_r}.$$

If the scaled error $e^{\eta R_c}|S-S(R_c)|$ has typical peak size $A$, an absolute error $\varepsilon$ needs

$$R_c\approx\frac1\eta\ln\frac{A}{\varepsilon}.$$

This is the form that dimensions required. It is an estimate, since the proof does not show that the scaled error stays bounded. How $A$ behaves in practice has to be seen from the sums.

Keep the lattice and $\mathbf k$ of the example, with $\mathrm{Re}\,E=0.6$ Ry and $\varepsilon=10^{-6}$ bohr$^{-1}$. For $\mathrm{Im}\,E=0.2$ Ry, $|E|=0.63246$ Ry and $\eta=\sqrt{0.03246/2}=0.1274$ bohr$^{-1}$. The largest scaled error for cutoffs between 25 and 75 bohr is $A=1.08$ bohr$^{-1}$. The estimate is then $\ln(1.08\times10^6)/0.1274=13.89/0.1274=109$ bohr. In the direct sum the error stays below $\varepsilon$ from 107 bohr on. Repeating this at smaller $\mathrm{Im}\,E$ gives

| $\mathrm{Im}\,E$ (Ry) | $\eta$ (bohr$^{-1}$) | estimated $R_c$ (bohr) | found $R_c$ (bohr) | sites |
|---|---|---|---|---|
| 0.20 | 0.1274 | 109 | 107 | $4.1\times10^4$ |
| 0.10 | 0.0643 | 217 | 215 | $3.3\times10^5$ |
| 0.05 | 0.0322 | 432 | 435 | $2.8\times10^6$ |

The last radius is 23 nm. Halving $\mathrm{Im}\,E$ roughly doubles the radius and multiplies the number of sites by about eight. At $\mathrm{Im}\,E=0.001$ Ry, $\eta=6.455\times10^{-4}$ bohr$^{-1}$. With $A\approx1.1$ bohr$^{-1}$, again taken from cutoffs of 25 to 75 bohr, the estimate is about $2.2\times10^4$ bohr, or 1.1 µm, and some $3\times10^{11}$ sites. This is an extrapolation beyond the reach of the direct sum. The peak scaled error grows slowly with the cutoff and reaches 1.9 bohr$^{-1}$ between 600 and 1200 bohr; since $A$ enters only through a logarithm, that value raises the estimate to about 1.2 µm and $4\times10^{11}$ sites.

Two simpler error estimates miss the prefactor. At $\mathrm{Im}\,E=0.1$ Ry and $R_c=150$ bohr, $e^{-\eta R_c}=6.4\times10^{-5}$. The actual error is $5.4\times10^{-5}$ bohr$^{-1}$. A single term at the cutoff, $e^{-\eta R_c}/R_c=4.3\times10^{-7}$ bohr$^{-1}$, is far too small, because many sites lie near the surface. The sum of the moduli of all omitted terms, $1.7\times10^{-2}$ bohr$^{-1}$, is far too large, because their phases cancel. At $\mathrm{Im}\,E=0.05$ Ry the root-mean-square scaled error is 0.58 bohr$^{-1}$ for cutoffs of 50 to 100 bohr and 0.66 for 350 to 500 bohr. The peak value grows more, from 1.1 bohr$^{-1}$ for cutoffs of 25 to 75 bohr to about 1.9 for 217 to 434 bohr. The prefactor thus changes slowly compared with the exponential, but it is not constant. How much it grows depends on $\mathbf k$. At the nearby point $\mathbf k=(\sqrt2/14,\sqrt3/9,\sqrt5/7.5)\,2\pi/a$, whose components are not simple fractions, the root-mean-square values for the same ranges are 0.56 and 0.59 bohr$^{-1}$, and the peak rises only from 1.07 to 1.25.

## Poles, negative energy and higher $l$

The lower bound shows what happens near a free-electron pole, where some $q$ approaches $\kappa$: the amplitude grows like $1/|q-\kappa|$. At complex energy this difference is at least $\eta$, so a single such component adds at most a logarithm to $\eta R_c$. At real energy with $q=\kappa$, $S$ itself has no finite limit, and the second statement does not apply.

At negative real energy $\kappa=i\sqrt{|E|}$, and the sum converges on the real axis. For $E=-0.6$ Ry, $\eta=0.7746$ bohr$^{-1}$, and the error in the example stays below $10^{-6}$ bohr$^{-1}$ from 15.8 bohr on, with 146 sites.

For higher $l$ the terms are $i\kappa h_l(\kappa R)$ times a spherical harmonic of the direction of $\mathbf R$. The function $h_l(x)$ is $e^{ix}/x$ times a polynomial of degree $l$ in $1/x$. Beyond the nearest sites its modulus is therefore at most a constant times $e^{-\eta R}/R$, and the upper bound carries over with the same exponent. The lower bound was proved here for $l=0$. For $l=4$, $m=0$ at $\mathrm{Im}\,E=0.2$ Ry, a straight-line fit to the logarithm of the error between 40 and 196 bohr gives a rate of 0.129 bohr$^{-1}$, against $\eta=0.127$ bohr$^{-1}$.

Numerical values quoted here were computed with a short program.
